\section*{Cubic B-splines for plane-wave orbitals: coefficients, cost and errors}

\section{Definitions and conventions}

Rydberg atomic units are used: lengths are in bohr and the kinetic operator is $-\nabla^2$. The cell is a cube of side $L$ and volume $\Omega=L^3$, the Bloch vector is zero, and an orbital is the finite sum
\begin{equation}
\phi(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\mathbf G=\frac{2\pi}{L}\mathbf n,\qquad \sum_{\mathbf G}|c_{\mathbf G}|^2=1 .
\end{equation}
Thus $\phi$ is dimensionless and $|\phi|^2$ has cell average 1. Each axis carries $N$ grid points with spacing $h=L/N$, and $N>2\max|n_i|$, so that different $\mathbf G$ remain different on the grid. The phase advance per grid step is $\theta_i=G_ih=2\pi n_i/N$, with $|\theta_i|<\pi$.

The spline is
\begin{equation}
s(\mathbf r)=\sum_{\mathbf j}a_{\mathbf j}
B\!\left(\tfrac{x}{h}-j_1\right)B\!\left(\tfrac{y}{h}-j_2\right)B\!\left(\tfrac{z}{h}-j_3\right),
\end{equation}
with coefficients periodic in each index with period $N$. The function $B$ is the convolution of four unit boxes, each equal to 1 on $[-\frac12,\frac12]$ and 0 elsewhere.

At most 64 coefficients \emph{per orbital} act at a point, whatever the cell size. For $M$ orbitals the number is $64M$. For fixed $\phi$ and $h\to0$, the errors of value, gradient and Laplacian are $O(h^4)$, $O(h^3)$ and $O(h^2)$.

\section{The four weights per axis}

The derivative of a box is $\delta(x+\frac12)-\delta(x-\frac12)$. Differentiating each of the four boxes once gives
\begin{equation}
B''''(x)=\sum_{k=0}^4(-1)^k\binom4k\delta(x+2-k).
\end{equation}
Four integrations from the left, where $B=0$, give
\begin{equation}
B(x)=\frac16\sum_{k=0}^4(-1)^k\binom4k(x+2-k)_+^3,
\end{equation}
where $(y)_+=\max(y,0)$. Hence $B=(x+2)^3/6$ on $[-2,-1]$ and $B=[(x+2)^3-4(x+1)^3]/6$ on $[-1,0]$. The rest follows from $B(-x)=B(x)$, and $B=0$ for $|x|\ge2$. In particular $B(0)=2/3$ and $B(\pm1)=1/6$.

Write $x/h=\ell+t$ with $\ell$ an integer and $0\le t<1$. The functions that can be non-zero have $j=\ell+p$, $p=-1,0,1,2$, and weights $w_p(t)=B(t-p)$:
\begin{align}
w_{-1}&=\tfrac16(1-t)^3, & w_0&=\tfrac16(3t^3-6t^2+4),\nonumber\\
w_1&=\tfrac16(-3t^3+3t^2+3t+1), & w_2&=\tfrac16t^3 .
\end{align}
Their derivatives, in the same order, are
\begin{align}
w'&=\tfrac12\left(-(1-t)^2,\;3t^2-4t,\;-3t^2+2t+1,\;t^2\right),\\
w''&=\left(1-t,\;3t-2,\;1-3t,\;t\right).
\end{align}
Four weights on three axes give $4^3=64$ products. Value, gradient and Laplacian use the same coefficients with different weights. At $t=0$ one weight vanishes, hence ``at most''.

\section{Coefficients in Fourier space}

Take one axis and one plane wave $e^{i\theta u}$, $u=x/h$. A shift by one grid step multiplies the wave by $e^{i\theta}$, so we try $a_j=e^{i\theta j}/\gamma$. At grid point $j$ three splines contribute:
\begin{equation}
s(j)=\frac{e^{i\theta j}}{\gamma}\left[\frac23+\frac16\left(e^{i\theta}+e^{-i\theta}\right)\right].
\end{equation}
Interpolation requires $s(j)=e^{i\theta j}$, therefore
\begin{equation}
\gamma(\theta)=\frac{2+\cos\theta}{3}.
\end{equation}
These are the eigenvalues of the interpolation matrix. They are at least $1/3$, so the solution exists and is unique. Multiplying three axes and summing over $\mathbf G$ gives
\begin{equation}
\boxed{\;a_{\mathbf j}=\sum_{\mathbf G}
\frac{c_{\mathbf G}}{\gamma(\theta_1)\gamma(\theta_2)\gamma(\theta_3)}
e^{2\pi i\,\mathbf n\cdot\mathbf j/N}\;}
\end{equation}
which is one fast Fourier transform per orbital.

A second choice matches the Fourier component of $s$ at $\mathbf G$ instead of the grid values. Let $S(u)=\sum_je^{i\theta j}B(u-j)$. The function $e^{-i\theta u}S(u)$ has period 1, and its $m$th Fourier coefficient is
\begin{align}
\int_0^1\!du\,e^{-2\pi imu}\sum_je^{-i\theta(u-j)}B(u-j)
&=\int_{-\infty}^{\infty}\!dv\,e^{-i(\theta+2\pi m)v}B(v)\nonumber\\
&=\left[\frac{\sin(\theta/2+\pi m)}{\theta/2+\pi m}\right]^4 .
\end{align}
The first equality uses $e^{2\pi imj}=1$ and joins the unit intervals into the whole line. The second holds because the transform of a box is $\sin(q/2)/(q/2)$ and convolution multiplies transforms. Since $\sin^4(\theta/2+\pi m)=\sin^4(\theta/2)$,
\begin{equation}
S(u)=\gamma_F(\theta)\sum_m\left(\frac{\theta}{\theta+2\pi m}\right)^4e^{i(\theta+2\pi m)u},
\quad \gamma_F(\theta)=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^4 .
\label{alias}
\end{equation}
Fourier matching replaces $\gamma$ by $\gamma_F$, which makes the $m=0$ term exact. The terms $m\ne0$ are aliases: waves with the same phase advance per step but shorter wavelength.

\section{Leading errors}

With Fourier matching, the error of the $d$th $u$-derivative is the alias part of (\ref{alias}), differentiated:
\begin{equation}
\varepsilon_d=\theta^4i^de^{i\theta u}\sum_{m\ne0}(\theta+2\pi m)^{d-4}e^{2\pi imu},\qquad d=0,1,2.
\end{equation}
For small $\theta$ replace $(\theta+2\pi m)^{d-4}$ by $(2\pi m)^{d-4}$; the corrections are smaller by one power of $\theta$. The sums are Bernoulli polynomials,
\begin{equation}
B_2=t^2-t+\tfrac16,\quad B_3=t^3-\tfrac32t^2+\tfrac12t,\quad B_4=t^4-2t^3+t^2-\tfrac1{30}.
\end{equation}
To see this, set $\kappa=2\pi m\neq0$. Integration by parts gives $\int_0^1te^{-i\kappa t}dt=i/\kappa$ and $\int_0^1t^2e^{-i\kappa t}dt=i/\kappa+2/\kappa^2$. So $B_2$, whose mean is zero, has Fourier coefficients $2/\kappa^2$. Since $B_n'=nB_{n-1}$ and $B_3$, $B_4$ also have zero mean, each integration divides by $i\kappa$:
\begin{equation}
\frac{B_n(t)}{n!}=i^{2-n}\sum_{m\ne0}\frac{e^{2\pi imt}}{(2\pi m)^n}
\;\Rightarrow\;
\sum_{m\ne0}\frac{e^{2\pi imt}}{(2\pi m)^n}=-i^n\frac{B_n(t)}{n!}.
\end{equation}
With $n=4-d$ the factor is $i^d(-i^{4-d})=-1$. Because $\theta^4e^{i\theta u}=h^4\phi''''$ and each $x$-derivative brings $1/h$,
\begin{equation}
s^{(d)}-\phi^{(d)}\simeq-\frac{h^{4-d}}{(4-d)!}B_{4-d}(t)\,\phi''''(x).
\label{master}
\end{equation}

For interpolation, set $u=0$ in (\ref{alias}), where $S(0)=\gamma$:
\begin{equation}
\frac{\gamma}{\gamma_F}=1+\sum_{m\ne0}\left(\frac{\theta}{\theta+2\pi m}\right)^4
\simeq1-\frac{\theta^4}{24}B_4(0)=1+\frac{\theta^4}{720}.
\end{equation}
The interpolant is the Fourier-matched spline times $\gamma_F/\gamma\simeq1-\theta^4/720$. This changes the leading value error to
\begin{equation}
s-\phi\simeq-\frac{h^4}{24}\left[B_4(t)+\tfrac1{30}\right]\phi''''=-\frac{h^4}{24}t^2(1-t)^2\phi'''',
\end{equation}
which vanishes at grid points, as it must. The relative change $\theta^4/720$ is too small to affect the leading derivative errors.

For one plane wave the largest leading errors follow from the extrema of these polynomials:
\begin{itemize}
\item interpolation, value: $t^2(1-t)^2\le1/16$, giving $\theta^4/384$ at interval midpoints;
\item Fourier matching, value: $|B_4|\le1/30$, giving $\theta^4/720$ at grid points;
\item second derivative, relative to $\phi''$: $|B_2|\le1/6$, giving $\theta^2/12$ at grid points.
\end{itemize}

In three dimensions the spline of a plane wave is a product of three factors, so leading errors add. The sum over $\mathbf G$ is finite, and therefore, for interpolation,
\begin{align}
s-\phi&\simeq-\frac{h^4}{24}\sum_it_i^2(1-t_i)^2\partial_i^4\phi,\label{v3}\\
\partial_is-\partial_i\phi&\simeq-\frac{h^3}{6}B_3(t_i)\partial_i^4\phi,\\
\nabla^2s-\nabla^2\phi&\simeq-\frac{h^2}{2}\sum_iB_2(t_i)\partial_i^4\phi.\label{l3}
\end{align}
In a derivative along one axis, the value errors of the other two axes enter at $O(h^4)$ and drop out.

\section{Pseudocode}

\begin{verbatim}
setup, for each orbital:
  A = zeros(N,N,N)
  for each n:             # signed integers
    theta = 2*pi*n/N
    A[n mod N] = c[n] / product(gamma(theta_i))
  a[j] = sum_n A[n]*exp(+2*pi*i*n.j/N)
                          # FFT, no 1/N^3

evaluation at r:
  for each axis i:
    l_i = floor(r_i/h);   t_i = r_i/h - l_i
    k_i = (l_i + [-1,0,1,2]) mod N
    compute w_i, w'_i, w''_i at t_i
  for each orbital:
    b = a[k_1, k_2, k_3]  # 4 x 4 x 4 block
    value   = sum b w_1 w_2 w_3
    grad_1  = sum b w'_1 w_2 w_3 / h
              # likewise grad_2, grad_3
    laplace = sum b (w''_1 w_2 w_3
                   + w_1 w''_2 w_3
                   + w_1 w_2 w''_3) / h^2
\end{verbatim}
If $c_{-\mathbf G}=c_{\mathbf G}^*$, then $\phi$ and all $a_{\mathbf j}$ are real, because $\gamma$ is even. The weights are computed once per point and shared by all orbitals, so storing the orbital index contiguously makes the inner loop run through adjacent memory.

\section{Cost}

When one electron moves, one row of the Slater matrix changes, and $M$ orbitals are needed at one point. The spline reads $64M$ coefficients. Direct summation needs $MN_{\rm PW}$ terms. Plane waves with $|\mathbf G|\le k_{\max}$ fill a sphere in which each takes a volume $(2\pi)^3/\Omega$, so
\begin{equation}
N_{\rm PW}\simeq\frac{4\pi k_{\max}^3/3}{(2\pi)^3/\Omega}=\frac{\Omega k_{\max}^3}{6\pi^2}.
\end{equation}
At fixed density and cutoff $\Omega\propto M$, so a row costs $O(M)$ with splines and $O(M^2)$ with plane waves. Updating the inverse Slater matrix is a separate cost that splines do not reduce.

The price is memory: $N^3$ coefficients per orbital. At fixed $h$ this grows with volume, and the total for $M$ orbitals as $M^2$.

\section{Stability}

On each axis $1/3\le\gamma\le1$, so the three-dimensional interpolation matrix has condition number at most 27. The weights are non-negative. They sum to 1, as (\ref{alias}) shows at $\theta=0$, where all aliases vanish. Coefficient errors of size at most $\delta$ therefore change the value by at most $\delta$.

The Laplacian is more sensitive. The sum $|1-t|+|3t-2|+|1-3t|+|t|$ is convex, so its maximum on $[0,1]$ lies at an end, where it equals 4. Three axes give a bound of $12\,\delta/h^2$. Refining the grid thus lowers the truncation error as $h^2$ but raises this rounding bound as $h^{-2}$, so for coefficients stored with a fixed precision there is a spacing below which the bound exceeds the truncation error. The bound is not sharp, because it adds the three axes in absolute value: the absolute Laplacian weights sum to $16/3$ at a grid point and to about $6.2$ at $t=(0,\frac12,\frac12)$. Actual rounding errors are not computed here.

\section{Failure modes}

\textbf{The coarsest grid.} Having $N>2\max|n_i|$ makes the coefficients well defined, not accurate. This condition allows $|\theta|$ close to $\pi$, and in the limiting case $\theta=\pi$ the coefficients alternate in sign. At an interval midpoint the symmetric weights then cancel and $s=0$, while the plane wave has modulus 1. The computed maximum relative errors of an interpolated plane wave are:
\begin{center}
\begin{tabular}{ccc}
$\theta$ & value & second derivative\\
$\pi$ & 100\% & 100\%\\
$\pi/2$ & 2.8\% & 22\%\\
$\pi/4$ & 0.12\% & 5.2\%\\
$\pi/8$ & 0.006\% & 1.3\%
\end{tabular}
\end{center}
To keep the leading relative second-derivative error of every plane wave below $\tau$, choose $h\le\sqrt{12\tau}/k_{\max}$.

\textbf{Unsigned frequencies.} The interpolation factor $\gamma$ has period $2\pi$, so $n$ and $n-N$ give the same result. The factor $\gamma_F$ is not periodic and must be computed from the signed $n$.

\textbf{Judging the Laplacian by the mean energy.} For one plane wave, aliases with different $m$ are orthogonal over a grid interval. Equation (\ref{alias}) then gives
\begin{equation}
\frac{\int|s'|^2du}{\theta^2\int|s|^2du}
=\frac{\sum_m[\theta/(\theta+2\pi m)]^6}{\sum_m[\theta/(\theta+2\pi m)]^8}
\simeq1+\frac{2\zeta(6)\theta^6}{(2\pi)^6}=1+\frac{\theta^6}{30240},
\end{equation}
using $\zeta(6)=\pi^6/945$. At $\theta=0.2$ the computed relative error is $2.16\times10^{-9}$, against $2.12\times10^{-9}$ from this leading term. This sixth-order law holds for a single wave, whose amplitude cancels in the ratio. For a sum of waves, interpolation multiplies each amplitude by $\gamma_F/\gamma\simeq1-\theta^4/720$ per axis, which shifts weight between waves, so the mean kinetic energy of an interpolated orbital has an $O(h^4)$ error. In both cases the mean hides the pointwise $h^2$ error because $B_2$ averages to zero. The local kinetic energy $-\nabla^2s/s$ still contains that error, which adds scatter to the local energy.

\textbf{A separate Laplacian spline.} The $h^2$ error can be removed by splining $\nabla^2\phi$ as a function of its own, with amplitudes $-G^2c_{\mathbf G}$. Equation (\ref{v3}) applies to it, so its error is $O(h^4)$. This doubles the memory and reads a second set of 64 coefficients. The result is no longer the Laplacian of $s$. An energy computed with it is not the expectation value of the Hamiltonian in the trial function, and the variational bound does not strictly apply.

\section{Worked example}

One electron moves in a periodic array of Gaussian wells with $L=8$ bohr, each of the form $-V_0\exp(-|\mathbf r-\mathbf r_0|^2/2\sigma^2)$ with $V_0=2$ Ry, $\sigma=1.5$ bohr and centre $\mathbf r_0=(1.0,2.0,2.5)$ bohr. A cutoff of 10 Ry gives 257 plane waves with $\max|n_i|=4$. The lowest orbital has energy $-0.4915$ Ry in this basis. The finite sum itself is the reference, so basis truncation does not enter the errors below.

At the same cutoff, cells of side 8, 16 and 24 bohr contain 257, 2109 and 7249 plane waves; the volume formula gives 7382 for the last. The number of active spline coefficients is 64 in each.

Root-mean-square errors of the interpolating spline over 4000 random points are as follows; for the gradient the mean is taken over the three Cartesian components as well as the points.
\begin{center}
\begin{tabular}{cccc}
$N$ & value & gradient (bohr$^{-1}$) & Laplacian (bohr$^{-2}$)\\
16 & $1.1\times10^{-4}$ & $4.3\times10^{-4}$ & $8.5\times10^{-3}$\\
32 & $5.6\times10^{-6}$ & $4.5\times10^{-5}$ & $2.0\times10^{-3}$\\
64 & $3.3\times10^{-7}$ & $5.5\times10^{-6}$ & $4.5\times10^{-4}$
\end{tabular}
\end{center}
From $N=32$ to 64 the observed orders are 4.08, 3.03 and 2.17. The points have different fractions $t$ on the two grids, so these figures contain sampling scatter as well as higher-order terms. The table entries are sample values and can differ from the averages over the whole cell by about 10\%; with cell averages the Laplacian order is close to 2. Over the sample points the root-mean-square Laplacian is 0.634 bohr$^{-2}$ (the cell value $(\sum_{\mathbf G}G^4|c_{\mathbf G}|^2)^{1/2}$ is 0.689 bohr$^{-2}$), so at $N=32$ its relative error is $0.0020/0.634=0.3\%$. The shortest waves on an axis have $\theta=2\pi\cdot4/32=\pi/4$ and a maximum relative second-derivative error of 5.2\%. Since $\int_0^1B_2^2\,dt=1/180$, their leading root-mean-square relative error is $\theta^2/(2\sqrt{180})=2.3\%$. Aliases of different $\mathbf G$ are orthogonal over the cell, so the squared relative error of the Laplacian is the mean of the squared errors of the single waves with weights $G^4|c_{\mathbf G}|^2$; these waves therefore carry at most about $(0.32/2.3)^2\approx2\%$ of that weight. This bound is far from sharp: their actual share is about $0.004\%$.

Fourier matching lowers the value error at $N=32$ from $5.6\times10^{-6}$ to $3.2\times10^{-6}$. The separate Laplacian spline lowers the Laplacian error there from $2.0\times10^{-3}$ to $2.3\times10^{-5}$ bohr$^{-2}$. These figures and the next are sample values, with the same scatter as the table. Without the separate spline, the local kinetic energy, weighted by $\phi^2$, has a root-mean-square error over the sample points of $2.0\times10^{-3}$ Ry at $N=32$ and $4.5\times10^{-4}$ Ry (6.2 meV) at $N=64$.

Now follow the point $(1.3,2.9,3.6)$ bohr at $N=32$, $h=0.25$ bohr. Division by $h$ gives $(5.2,11.6,14.4)$, so $\ell=(5,11,14)$ and $t=(0.2,0.6,0.4)$. The $x$ weights are $(0.512,3.784,1.696,0.008)/6$, whose sum is 1. The results are
\begin{align}
s-\phi&=2.84342813-2.84342952=-1.39\times10^{-6},\\
\nabla^2s-\nabla^2\phi&=-2.199575+2.197602=-1.97\times10^{-3}\ \text{bohr}^{-2}.
\end{align}
The leading formulas (\ref{v3}) and (\ref{l3}) give $-3.44\times10^{-6}$ and $-1.42\times10^{-3}$ bohr$^{-2}$. The signs are right, but the value error is overestimated by a factor of 2.5 and the Laplacian error is underestimated by 28\%. The differences are the sum of the neglected higher-order terms, which start one power of $h$ later and are not evaluated separately here. Over the sample points at $N=64$, the part of the error not described by the leading terms is 8\% for the value and 7\% for the Laplacian, in root mean square (about 7\% for both as cell averages). At $N=64$ the formulas thus describe the error over many points well, but at $N=32$ they are not a reliable correction at this single point.

The numerical check checks the coefficients against a direct solution of the interpolation equations and the errors against plane-wave sums.

\section*{Computed results}
\begin{verbatim}
Plane wave, theta = G h = 0.02:
 theta^4/max value error, interpolation: 384.0
 theta^4/max value error, Fourier matching: 719.9
 theta^2/max relative 2nd-derivative error: 12.00
Mean kinetic energy, theta = 0.2: relative error 2.159e-09
 leading formula theta^6/30240: 2.116e-09
Interpolated plane wave, max relative errors (value, 2nd deriv.):
 theta = pi/1: 1.00000, 1.00000
 theta = pi/2: 0.02773, 0.21585
 theta = pi/4: 0.00115, 0.05239
 theta = pi/8: 0.00006, 0.01292
Well: L = 8.0 bohr, depth 2.0 Ry, width 1.5 bohr
 centre (bohr): 1.0 2.0 2.5
 cutoff 10.0 Ry, plane waves: 257, max |n_i|: 4
 orbital energy: -0.491534 Ry
 orbital min, max on 16^3 grid: 0.1964, 4.6178
Max |a(FFT) - a(linear solve)|, N = 16: 1.2e-14
Supercells at h = 0.25 bohr (side, plane waves, active coeffs):
 8 bohr: 257, 64
 16 bohr: 2109, 64
 24 bohr: 7249, 64
 volume estimate for the largest cell: 7382
RMS over points: phi 0.9851, Laplacian 0.6343 bohr^-2
RMS errors: value | gradient (1/bohr) | Laplacian (1/bohr^2)
 N=16 h=0.500 bohr: 1.108e-04 | 4.262e-04 | 8.516e-03
 N=32 h=0.250 bohr: 5.552e-06 | 4.473e-05 | 2.020e-03
 N=64 h=0.125 bohr: 3.284e-07 | 5.463e-06 | 4.477e-04
Part of error not in leading term, N=64: value 0.079, Lapl. 0.072
Orders from N=32 to 64: value 4.08, gradient 3.03, Laplacian 2.17
 local kinetic 2.17, separate Laplacian 4.13, Fourier value 4.18
RMS: local kinetic (Ry) | separate Lapl. (1/bohr^2) | Fourier value
 N=16: 8.594e-03 | 4.770e-04 | 6.401e-05
 N=32: 2.049e-03 | 2.271e-05 | 3.224e-06
 N=64: 4.544e-04 | 1.300e-06 | 1.774e-07
Local kinetic RMS error, N=64: 6.183e-03 eV
Point (1.3, 2.9, 3.6) bohr, N=32
 fractions t: 0.20 0.60 0.40
 phi: direct 2.84342952, spline 2.84342813
 value error: actual -1.390e-06, leading term -3.440e-06
 Laplacian (1/bohr^2): direct -2.197602, spline -2.199575
 Laplacian error: actual -1.974e-03, leading term -1.419e-03
\end{verbatim}
